# Tunnelling through a thin barrier with one graded edge

## Problem

An electron meets a barrier of height $\phi=3.1$ eV, measured from the electron's own energy, $E=0$. The barrier is $d=1.5$ nm thick and the effective mass inside it is $m=0.5\,m_e$, where $m_e$ is the free-electron mass. Both edges are at first abrupt. One edge is then graded: over the outermost $w=0.3$ nm of the original thickness the potential rises linearly from $0$ to $\phi$. The total thickness stays at 1.5 nm, and no voltage is applied. Use $\sqrt{2m_e}/\hbar=5.1232\ \mathrm{nm^{-1}\,eV^{-1/2}}$.

(a) By what factor $R$ does the grading change the WKB transmission, taken as the exponential without a prefactor?

(b) How does the answer change if the ramp does not lie wholly inside the original thickness?

(c) How does $R$ change for a carrier with a small energy $E>0$, measured from the foot of the ramp and counting only the motion normal to the barrier?

(d) Is WKB justified on the ramp? Find the factor given by matching wave functions, for electrodes in which the electron has kinetic energy $K$ and mass $m_{\rm el}$.

(e) Estimate the effect of a 1 V drop across the barrier, and of the other main simplifications.

## Solution

### (a) The WKB factor

Inside the barrier, at $E=0$, the wave equation is
$$\psi''=\kappa^2(x)\,\psi,\qquad \kappa(x)=\frac{\sqrt{2mU(x)}}{\hbar}.$$
Write $\psi=e^{-S(x)}$. Then $\psi''=(S'^2-S'')\psi$, so $S'^2-S''=\kappa^2$. If $\kappa$ varies slowly, $S''$ may be dropped, which leaves $S'=\kappa$ for the decaying wave. The density $|\psi|^2$ falls by
$$T=\exp\left(-2\int\kappa\,dx\right),$$
with the integral taken over the region where $U>0$.

For the rectangle $\kappa$ has the constant value
$$\kappa_0=\frac{\sqrt{2m\phi}}{\hbar}=5.1232\sqrt{0.5\times3.1}=6.378\ \mathrm{nm^{-1}},$$
and the exponent is $2\kappa_0d=2\times6.378\times1.5=19.13$.

Put the foot of the ramp at $x=0$. For $0<x<w$ the potential is $U=\phi x/w$, hence $\kappa=\kappa_0\sqrt{x/w}$ and
$$\int_0^w\kappa\,dx=\kappa_0w\int_0^1\sqrt{s}\,ds=\tfrac23\kappa_0w .$$
The remaining length $d-w$ contributes $\kappa_0(d-w)$. The new exponent is
$$2\kappa_0\left(d-w+\tfrac23w\right)=2\kappa_0\left(d-\tfrac{w}{3}\right)=2\times6.378\times1.4=17.86 .$$
Dividing the two transmissions gives
$$R=\exp\left(\frac{2\kappa_0w}{3}\right)=e^{1.276}=3.58 .$$

The transmission rises about 3.6 times, from $4.9\times10^{-9}$ to $1.75\times10^{-8}$. The ramp acts like a thinning of the rectangle by $w/3=0.1$ nm. In this approximation, and without bias, $R$ depends neither on $d$ (provided $d\ge w$) nor on which edge is graded.

### (b) Where the ramp lies

Let the foot lie a distance $s$ outside the old edge, with $0\le s\le w$. The ramp then covers a length $w-s$ of the old barrier, which used to contribute $\kappa_0(w-s)$ to the integral. The ramp itself contributes $\tfrac23\kappa_0w$. The integral changes by
$$\tfrac23\kappa_0w-\kappa_0(w-s)=\kappa_0\left(s-\tfrac{w}{3}\right),$$
so that
$$R(s)=\exp\left[2\kappa_0\left(\tfrac{w}{3}-s\right)\right].$$

- For $s=0$, the case of part (a), $R=3.58$.
- For $s=w/2$, a ramp centred on the old edge, $R=e^{-\kappa_0w/3}=0.53$.
- For $s=w$, a ramp added outside the full rectangle, $R=e^{-4\kappa_0w/3}=0.078$.

The change of sign comes at $s=w/3=0.1$ nm. A centred ramp preserves the area under $U(x)$ and still lowers the transmission, because the exponent contains $\sqrt U$ and not $U$. Within WKB, the statement that grading helps tunnelling therefore needs the condition that the foot lies less than $w/3$ outside the old edge.

### (c) A carrier slightly above zero energy

For $0<E<\phi$ replace $U$ by $U-E$. On the ramp the forbidden region now begins at $x_t=wE/\phi$. With $v=\phi x/w-E$ and $dx=(w/\phi)\,dv$,
$$\int_{x_t}^{w}\sqrt{\frac{\phi x}{w}-E}\;dx=\frac{w}{\phi}\int_0^{\phi-E}\sqrt v\,dv=\frac{2w}{3\phi}(\phi-E)^{3/2}.$$
The abrupt barrier has $w\sqrt{\phi-E}$ over the same length. Multiply the difference by $2\sqrt{2m}/\hbar=2\kappa_0/\sqrt\phi$ and set $u=1-E/\phi$:
$$\ln R=2\kappa_0w\left(u^{1/2}-\tfrac23u^{3/2}\right).$$
At $u=1$ this returns $2\kappa_0w/3$. The derivative of the bracket with respect to $u$ is $\tfrac12u^{-1/2}-u^{1/2}$, which equals $-\tfrac12$ at $u=1$, so $R$ at first grows with energy. For $E=kT=0.0259$ eV, at 300 K, $R=3.64$. The thermal correction is under two per cent of $R$.

### (d) Beyond WKB

Part (a) dropped $S''=\kappa'$ against $\kappa^2$. On the ramp $\kappa'=(\kappa_0/2w)(x/w)^{-1/2}$ and $\kappa^2=\kappa_0^2x/w$, so
$$\frac{\kappa'}{\kappa^2}=\frac{1}{2\kappa_0w}\left(\frac xw\right)^{-3/2}.$$
With $\kappa_0w=1.91$ this is 0.26 at the top of the ramp and reaches 1 at $x=0.123$ nm. WKB is not justified over the lower 40 per cent of the ramp, and at an abrupt edge $\kappa$ jumps. The prefactor has to be found by matching.

**The entry edge.** In the electrode, $x<0$, the potential energy is $-K$, so the electron at $E=0$ has kinetic energy $K$, and a step of height $K$ remains at the foot of the ramp. Let $\psi=e^{ikx}+re^{-ikx}$ with $k=\sqrt{2m_{\rm el}K}/\hbar$. Then $\psi(0)=1+r$, and the slope on the electrode side is $ik(1-r)=ik[2-\psi(0)]$. We take $\psi$ and $\psi'/\text{mass}$ to be continuous. This is the usual effective-mass matching; it conserves the current, though it is not the only rule that does. Just inside the barrier it gives
$$\psi'(0)=iq\,[2-\psi(0)],\qquad q=\frac{m}{m_{\rm el}}\,k .$$
Define $\lambda=-\psi'(0)/\psi(0)$ for the wave that decays into the barrier. Then $(iq-\lambda)\psi(0)=2iq$, and
$$|\psi(0)|^2=\frac{4q^2}{\lambda^2+q^2}.$$
For the abrupt edge $\lambda=\kappa_0$.

**The ramp.** Here $\psi''=(\kappa_0^2x/w)\psi$. With $z=\alpha x$ this reads $\alpha^2\,d^2\psi/dz^2=(\kappa_0^2/\alpha w)\,z\,\psi$. The choice $\alpha^3=\kappa_0^2/w$ turns it into Airy's equation, $d^2\psi/dz^2=z\psi$, solved by
$$\psi=\mathrm{Ai}(z)+c\,\mathrm{Bi}(z).$$
The numbers are $\alpha=5.138\ \mathrm{nm^{-1}}$ and $z_w=\alpha w=1.541$. At $x=w$ the solution must join $e^{-\kappa_0x}$, so $d\psi/dz=-(\kappa_0/\alpha)\psi$. Since $\kappa_0^2=\alpha^3w$, the ratio $\kappa_0/\alpha$ is $\sqrt{z_w}$, and
$$c=-\frac{\mathrm{Ai}'(z_w)+\sqrt{z_w}\,\mathrm{Ai}(z_w)}{\mathrm{Bi}'(z_w)+\sqrt{z_w}\,\mathrm{Bi}(z_w)}=0.0020 .$$
Two numbers then describe the ramp:
$$\lambda=-\alpha\,\frac{\mathrm{Ai}'(0)+c\,\mathrm{Bi}'(0)}{\mathrm{Ai}(0)+c\,\mathrm{Bi}(0)}=3.720\ \mathrm{nm^{-1}},\qquad A=e^{\kappa_0w}\frac{\psi(w)}{\psi(0)}=1.364 .$$
$A$ compares the amplitude that survives to $x=w$ with that of an abrupt barrier having the same $\psi(0)$.

**The ratio.** Beyond $x=w$ the two barriers are the same, so their transmissions are in the ratio of $|\psi(w)|^2$:
$$R_{\rm match}=A^2\,\frac{\kappa_0^2+q^2}{\lambda^2+q^2}.$$
This neglects the wave reflected from the exit edge, whose relative size at $x=w$ is of order $e^{-2\kappa_0(d-w)}\approx2\times10^{-7}$.

For $K=1$ eV and $m_{\rm el}=m_e$, $q=0.5\times5.123=2.562\ \mathrm{nm^{-1}}$ and
$$R_{\rm match}=1.861\times\frac{40.68+6.56}{13.84+6.56}=4.31 .$$
Integrating the wave equation numerically through the whole barrier also gives 4.31, with the transmission rising from $9.4\times10^{-9}$ to $4.0\times10^{-8}$. For $K=0.1$ eV and 5 eV both routes give 5.31 and 2.93.

Because $\kappa_0>\lambda$, the ratio falls steadily as $q$ grows. Its limits are
$$q\to0:\ \frac{A^2\kappa_0^2}{\lambda^2}=5.47,\qquad q\to\infty:\ A^2=1.86 .$$
Nearly all of the wave is reflected in every case; what differs is its size at the edge. For a slow electron the incident and reflected waves nearly cancel there, leaving $|\psi(0)|^2\approx4q^2/\lambda^2$, which is larger for the ramp because its $\lambda$ is smaller. For a fast electron $|\psi(0)|^2$ tends to 4 with or without the ramp, and this gain disappears. The WKB value lies between the limits. The two results agree when $(\kappa_0^2+q^2)/(\lambda^2+q^2)=3.58/1.861$, that is at $q\approx3.9\ \mathrm{nm^{-1}}$, or $K\approx2.3$ eV for $m_{\rm el}=m_e$. The figure 3.6 is thus the change in the WKB exponential; the full change in transmission also depends on the electrode. The fall of the ratio with $K$ belongs to this model, in which an abrupt step of height $K$ is kept at the foot. If the ramp instead rises over the same width from the electrode band bottom, $-K$, to $\phi$, as a graded band edge would, the ratio grows with $K$. For $m_{\rm el}=m_e$ it is 5.7, 7.9 and 11.6 at $K=0.1$, 1 and 5 eV, or 4.5, 5.2 and 8.8 if the mass also changes linearly from $m_e$ to $m$ along the ramp.

### (e) Bias and other simplifications

**A 1 V drop.** Add $-Vx/d$ to the electron's potential energy, with $x$ measured from the entry edge and $V=1$ eV. The mean field is 6.7 MV/cm. On a straight segment of length $\ell$ where $U$ goes from $U_a$ to $U_b$,
$$\int\sqrt U\,dx=\frac{2\ell}{3}\,\frac{U_b^{3/2}-U_a^{3/2}}{U_b-U_a}.$$
Differences of this integral are multiplied by $2\sqrt{2m}/\hbar=7.245\ \mathrm{nm^{-1}\,eV^{-1/2}}$.

*Ramp at the entry.* Over the first 0.3 nm the abrupt barrier falls from 3.1 to 2.9 eV and gives $0.520\ \mathrm{nm\,eV^{1/2}}$. The ramp rises from 0 to 2.9 eV and gives 0.341. The exponent drops by $7.245\times0.179=1.30$, so $R=3.66$.

*Ramp at the exit.* Over the last 0.3 nm the abrupt barrier falls from 2.3 to 2.1 eV and gives 0.445. The ramp reaches the electron's energy where $\phi(d-x)/w=Vx/d$, at $x=1.409$ nm, which is 0.091 nm before its foot. It therefore falls from 2.3 eV to 0 over 0.209 nm and gives 0.211. The exponent drops by $7.245\times0.2335=1.69$, so $R=5.43$. Within WKB the two edges are thus no longer equivalent under bias, but the size of the difference should not be trusted. Solving the wave equation with the same bias, for $m_{\rm el}=m_e$ and kinetic energies of 1 eV in the entry electrode and 2 eV in the exit electrode, gives 4.42 for the ramp at the entry and 4.50 for the ramp at the exit.

**Other changes.** Each is made alone, at zero bias and within WKB.

- *Shape.* For a smooth rise $U=\phi\sin^2(\pi x/2w)$ of the same width, the mean of $\sqrt{U/\phi}$ is $2/\pi$ instead of $2/3$. Then $R=e^{2\kappa_0w(1-2/\pi)}=4.02$.
- *Mass.* Since $\ln R\propto\sqrt m$, masses of $0.4\,m_e$ and $0.6\,m_e$ give 3.13 and 4.05.
- *Image force.* Between ideal-metal electrodes, with a relative permittivity of 2.1 (the optical value for silicon dioxide), the middle of the barrier is lowered by 0.32 eV and $R$ becomes 2.79. With the static value 3.9 the lowering is 0.17 eV and $R=3.29$.
- *Band dispersion.* In a two-band (Franz) model $\kappa^2=2mU(1-U/G)/\hbar^2$. With a gap $G=9$ eV, held constant along the ramp, and the same band-edge mass, $R=2.29$. The correction reduces $\kappa$ most where $U$ is largest, so the flat top that the ramp replaces had less to lose.

**The real case.** The parameters are rough typical values for a thin silicon dioxide gate layer on silicon; so are the permittivity and the gap just used. A width of 0.3 nm is comparable with the distance between atoms, so a smooth potential with one effective mass is itself a strong assumption there, and its error is not estimated here. The image force and the two-band dispersion also act on the transmission itself. With the ideal-metal electrodes and the optical permittivity assumed above, each lowers the abrupt-edge WKB exponent from 19.1 to about 15.5. This raises the WKB exponential by a factor of nearly 40, far more than the grading does; the accompanying change in the prefactor is not included. Silicon screens less well than a metal, so next to silicon the image force is weaker and its share of this gain is smaller. If the mass is fitted to measured currents with a parabolic band, part of the dispersion effect is already inside the fitted mass and should not be counted twice. Passage over the barrier at 300 K is negligible, with a Boltzmann factor near $10^{-52}$. Taken one at a time, the changes examined for a ramp that lies inside the original thickness and starts at or just below the electron's energy leave an increase of between about 2 and 5.5 times; a ramp that starts at the electrode band bottom can give more, as part (d) shows. This is the span of the cases computed here and not a bound: changes made together can lead outside it. For example, matching with a mass of $0.6\,m_e$ and $K=0.1$ eV gives 6.1.

## Table of computed values

```
barrier height 3.1 eV, thickness 1.5 nm, ramp 0.3 nm, mass 0.5 m_e
sqrt(2 m_e)/hbar = 5.1232 1/(nm sqrt(eV))
kappa0 = 6.3783 1/nm; kappa0*w = 1.9135 (no unit)
WKB exponent, abrupt edge = 19.1349 (no unit)
WKB exponent, ramped edge = 17.8592 (no unit)
exponent difference = 1.2757 (no unit)
equivalent thinning w/3 = 0.1000 nm
WKB transmission, abrupt = 4.896e-09 (no unit)
WKB transmission, ramped = 1.753e-08 (no unit)
WKB ratio, quadrature = 3.5811; formula = 3.5811 (no unit)
ratio, ramp centred on old edge = 0.5284 (no unit)
ratio, ramp added outside = 0.0780 (no unit)
|kappa'|/kappa^2 at ramp top = 0.261 (no unit)
|kappa'|/kappa^2 reaches 1 at x = 0.123 nm from the foot
Airy scale alpha = 5.1376 1/nm; alpha*w = 1.5413 (no unit)
Bi admixture c = 0.00198 (no unit)
lambda at foot = 3.7197 1/nm; A = 1.3640 (no unit)
wave matching, electrode mass 1 m_e:
  kinetic 0.1 eV: T abrupt 1.224e-09, ramped 6.494e-09, ratio 5.307
  kinetic 1.0 eV: T abrupt 9.369e-09, ramped 4.037e-08, ratio 4.309
  kinetic 5.0 eV: T abrupt 1.936e-08, ramped 5.675e-08, ratio 2.931
matched ratio, slow-electrode limit = 5.470 (no unit)
matched ratio, fast-electrode limit = 1.861 (no unit)
bias 1.0 V, mean field 6.67 MV/cm
  exponent, abrupt edges = 17.497 (no unit)
  WKB ratio, ramp at entry = 3.658 (no unit)
  WKB ratio, ramp at exit = 5.430 (no unit)
image force, permittivity 2.1: mid-barrier shift -0.317 eV
  exponents abrupt 15.538, ramped 14.514; ratio 2.787
two-band dispersion, gap 9.0 eV: exponents abrupt 15.493, ramped 14.663
  WKB ratio = 2.293 (no unit)
WKB ratio, sine-squared rise = 4.017 (no unit)
WKB ratio, mass 0.4 m_e: 3.130; mass 0.6 m_e: 4.045
kT at 300 K = 0.02585 eV; WKB ratio at E = kT: 3.638
Boltzmann factor over the barrier, 300 K = 8.4e-53 (no unit)
```
